# Counting irreducible k-points of Gamma-centred and shifted fcc meshes

## Problem

In a calculation on a periodic solid, the Brillouin-zone average of a function \(f(\mathbf k)\) is replaced by a sum over a finite mesh. Symmetry makes many mesh points equivalent, and the Kohn–Sham equations need to be solved at one point of each equivalent set. When the work is dominated by one separate eigenvalue problem per point, as with a local or semilocal potential, the number of such sets, rather than the nominal mesh size, sets the cost. An operator that couples different \(\mathbf k\), such as exact exchange, still involves the full mesh.

Consider an fcc lattice with cubic lattice constant \(a\) and primitive reciprocal vectors

\[
\mathbf b_1=\frac{2\pi}{a}(-1,1,1),\quad
\mathbf b_2=\frac{2\pi}{a}(1,-1,1),\quad
\mathbf b_3=\frac{2\pi}{a}(1,1,-1).
\]

The \(N\times N\times N\) mesh is

\[
\mathbf k=\sum_{i=1}^{3}\frac{m_i+s/2}{N}\,\mathbf b_i,\qquad m_i=0,1,\dots,N-1 .
\]

For \(s=0\) it is Gamma-centred. For \(s=1\) it is shifted by half a mesh step along all three \(\mathbf b_i\).

Two points are equivalent if one of the 48 operations of the cubic group \(O_h\) carries one into the other, up to a reciprocal lattice vector. A set of equivalent points is called a star. This symmetry holds for a non-magnetic, unstrained fcc crystal with one atom per cell, and for the diamond structure. If the crystal has the point group \(T_d\), time reversal supplies the missing equivalence of \(\mathbf k\) and \(-\mathbf k\).

1. Show how the number of stars follows from the number of mesh points that each operation leaves fixed.
2. Count the stars of the Gamma-centred mesh for \(N=4\) and \(N=8\).
3. Find which operations preserve the shifted mesh, and count its stars for the same \(N\).
4. List the stars for \(N=4\) as an independent check.
5. Explain what the shift does to the accuracy of the average of a smooth function, using
\[
f=\frac{1}{4-S},\qquad S=\cos x\cos y+\cos y\cos z+\cos z\cos x,
\]
with \(x=k_xa/2\), \(y=k_ya/2\), \(z=k_za/2\).

## Solution

### 1. From fixed points to stars

Let a group \(G\) of \(|G|\) operations map the mesh to itself, with points that differ by a reciprocal lattice vector regarded as the same. Count the pairs \((g,\mathbf k)\) for which \(g\mathbf k=\mathbf k\).

Take one star with \(n\) members and a member \(\mathbf k\). If \(h\) carries \(\mathbf k\) to \(\mathbf k'\), then all operations that do so are the products \(hg\) with \(g\mathbf k=\mathbf k\). Each of the \(n\) members is therefore reached by equally many operations, namely \(|G|/n\), and this is also the number that fix \(\mathbf k\). The star contributes \(n\times|G|/n=|G|\) pairs, whatever its size. Counting the same pairs operation by operation gives

\[
\text{number of stars}=\frac{1}{|G|}\sum_{g\in G}\mathrm{Fix}(g),
\]

where \(\mathrm{Fix}(g)\) is the number of mesh points fixed by \(g\).

### 2. The Gamma-centred mesh

In units of \(2\pi/a\), the vector \(\sum_i n_i\mathbf b_i\) has components

\[
(-n_1+n_2+n_3,\; n_1-n_2+n_3,\; n_1+n_2-n_3).
\]

Their differences are even, so all three have the same parity. Conversely, for any integer triple \((c_1,c_2,c_3)\) of one parity, \(n_1=(c_2+c_3)/2\) and its cyclic partners are integers. The reciprocal lattice \(B\) is thus the set of integer triples that are all even or all odd. Its cell volume is the determinant of the three vectors, which is 4.

The operations of \(O_h\) permute the Cartesian components and change their signs: \(6\times8=48\) in all. None of this alters parity, so they preserve \(B\), and with it the Gamma-centred mesh.

Write a mesh point as \(\mathbf k=(2\pi/a)\,p/N\) with \(p=(x,y,z)\in B\); in this section \(x,y,z\) are integers. Points that differ by a vector of \(NB\) are the same. A fixed point satisfies

\[
gp-p=Nu,\qquad u\in B .
\]

The solutions with even \(u\) form a lattice \(L_0\). It contains \(NB\): if \(p=Nv\) with \(v\in B\), then \(u=gv-v\) is even, because \(gv\) and \(v\) have the same parity. The number of distinct solutions with even \(u\) is therefore

\[
\frac{\text{volume of }NB\text{ cell}}{\text{volume of }L_0\text{ cell}}=\frac{4N^3}{\mathrm{vol}(L_0)} .
\]

If a solution with odd \(u\) exists, adding it to \(L_0\) gives all the others, since two odd-\(u\) solutions differ by an even-\(u\) one. The count then doubles.

Let \(N\) be divisible by 4, and let \(i,j,l\) be integers. The kinds of operation are as follows.

- **Identity (1).** All \(N^3\) points are fixed.
- **Twofold, cube axis (3),** \(p\to(-x,-y,z)\). The third component of \(u\) is zero, so \(u\) is even and \(x=Ni\), \(y=Nj\). These are even, so \(z\) is even. The volume is \(2N^2\), giving \(2N\).
- **Twofold, face diagonal (6),** \(p\to(y,x,-z)\). Even \(u\) requires \(x-y=2Ni\), \(z=Nj\), with \(y\) even. The volume is \(2N\cdot N\cdot2=4N^2\), giving \(N\). The point \((N,0,N/2)\) is a solution with odd \(u\), so the total is \(2N\).
- **Fourfold (6),** \(p\to(-y,x,z)\). Again \(u_3=0\), so \(x+y=2Ni\) and \(x-y=2Nj\). Then \(x=N(i+j)\), \(y=N(i-j)\), an area \(2N^2\), and \(z\) is even. The volume is \(4N^2\), giving \(N\).
- **Threefold (8),** \(p\to(y,z,x)\). The components of \(u\) sum to zero, which three odd numbers cannot do. So \(y=x+2Ni\), \(z=y+2Nj\), with volume \(4N^2\), giving \(N\).
- **Inversion (1).** Here \(p=-Nu/2\). Even \(u\) gives \(N\) times any integer triple, volume \(N^3\), hence 4 points. Odd \(u\) gives \(N/2\) times odd triples, which are all even and allowed. The total is 8.
- **Mirror, cube plane (3),** \(p\to(x,y,-z)\). Here \(z=Ni\) is even, so \(x,y\) are even. The volume is \(4N\), giving \(N^2\).
- **Mirror, diagonal plane (6),** \(p\to(y,x,z)\). Here \(x=y+2Ni\), and \(z\) has the parity of \(y\). The volume is \(2N\cdot2=4N\), giving \(N^2\).
- **S4, fourfold rotation with reflection (6),** \(p\to(y,-x,-z)\). Even \(u\) gives \(y-x=2Ni\), \(x+y=2Nj\), \(z=Nl\), with volume \(2N^2\cdot N\), hence 2 points. For odd \(u\), \(x\) and \(y\) are multiples of \(N\), and \(z\) is an odd multiple of \(N/2\). All are even, so the total is 4.
- **S6, threefold rotation with inversion (8),** \(p\to(-y,-z,-x)\). Solving \(x+y=-Nu_1\), \(y+z=-Nu_2\), \(z+x=-Nu_3\) gives
\[
x=-\tfrac N2(u_1-u_2+u_3),
\]
and similarly \(y=-\tfrac N2(u_1+u_2-u_3)\), \(z=-\tfrac N2(-u_1+u_2+u_3)\). Even \(u\) reproduces \(NB\), which is one point. Odd \(u\) gives odd multiples of \(N/2\), one more. The total is 2.

There are 9 twofold rotations with \(2N\) and 9 mirrors with \(N^2\), so

\[
\sum_g\mathrm{Fix}(g)=N^3+18N+6N+8N+8+9N^2+24+16,
\]

\[
n_\Gamma=\frac{N^3+9N^2+32N+48}{48}\qquad(N\text{ divisible by }4).
\]

The two requested counts are

\[
n_\Gamma(4)=\frac{64+144+128+48}{48}=\frac{384}{48}=8,
\]
\[
n_\Gamma(8)=\frac{512+576+256+48}{48}=\frac{1392}{48}=29 .
\]

If \(N\) is even but not divisible by 4, the odd-\(u\) solutions of S4 fail: \(z\) is odd while \(x,y\) are even. The other counts survive, because there the components can all be odd together. The six S4 operations then contribute 12 instead of 24, and the constant 48 in the numerator becomes 36. For \(N=2\) this gives \(144/48=3\).

### 3. The shifted mesh

Use the unit \(2\pi/(2Na)\) and the odd integers \(t_i=2m_i+1\). The Cartesian components are

\[
c_i=T-2t_i,\qquad T=t_1+t_2+t_3 .
\]

Since \(t_i\) is odd, \(2t_i\) leaves remainder 2 on division by 4. All three \(c_i\) are therefore odd and leave the same remainder, either 1 or 3. Conversely, an odd triple with one common remainder is a mesh point, because \(t_1=(c_2+c_3)/2\) is then odd, and likewise \(t_2,t_3\).

A reciprocal lattice vector adds multiples of \(2N\) to the \(c_i\). For even \(N\) these are multiples of 4 and do not change the remainders. Reversing the sign of a component exchanges remainders 1 and 3. Hence:

- permutations without sign changes, and permutations combined with reversal of all three signs, preserve the mesh: \(6\times2=12\) operations;
- reversing one or two signs mixes the remainders, so each of the other 36 operations carries every mesh point off the mesh.

The shifted mesh thus has lower symmetry than the crystal. The 36 lost operations cannot identify two mesh points, so the stars under all 48 operations, restricted to the mesh, are the stars under the 12. The counting formula applies with \(|G|=12\).

Because \(c_i=T-2t_i\), permuting the \(c_i\) permutes the \(t_i\) in the same way. The fixed points, with \(t_i\) taken modulo \(2N\), are:

- identity: \(N^3\);
- three exchanges, each requiring two equal \(t_i\): \(N^2\) each;
- two cyclic permutations, requiring three equal \(t_i\): \(N\) each;
- six operations with a minus sign: none.

For the last line, inversion and the negative exchanges require some \(t_i\equiv-t_i\). The negative cyclic permutations require \(t_1\equiv-t_2\equiv t_3\equiv-t_1\), which is the same condition. It means that \(t_i\) is a multiple of \(N\), impossible for odd \(t_i\) and even \(N\). Therefore

\[
n_s=\frac{N^3+3N^2+2N}{12}=\frac{N(N+1)(N+2)}{12}\qquad(N\text{ even}),
\]

\[
n_s(4)=\frac{4\cdot5\cdot6}{12}=10,\qquad
n_s(8)=\frac{8\cdot9\cdot10}{12}=60 .
\]

For odd \(N\) the argument fails, as \(t_i=N\) is then a mesh value; at \(N=1\) the formula would give one half.

**Reading the counts.** Both 4×4×4 meshes have 64 points, and the shifted one costs \(10/8=1.25\) times as many solutions. Both 8×8×8 meshes have 512, and the factor is \(60/29\approx2.1\). For large \(N\), \(n_\Gamma\to N^3/48\) and \(n_s\to N^3/12\), so the factor tends to 4, the ratio of the group orders. For every even \(N\) the factor stays below 4, and for small meshes far below, because many Gamma-centred points lie on symmetry elements and have short stars.

If all spatial symmetry is lost but \(\mathbf k\) and \(-\mathbf k\) remain equivalent, the group has two members. The inversion counts above, 8 and 0, then give \((64+8)/2=36\) and \(64/2=32\) points for \(N=4\). In this case the shifted mesh is the cheaper one.

### 4. The stars for \(N=4\)

The first Brillouin zone is bounded by the planes halfway to the reciprocal vectors of types \((1,1,1)\) and \((2,0,0)\). In units of \(2\pi/a\), a point with nonnegative components lies in it if their sum is at most \(3/2\) and each is at most 1. Signs and order can be removed by \(O_h\), so it suffices to list nonnegative triples in descending order.

**Gamma-centred.** In quarters of \(2\pi/a\), the triples have one parity, sum at most 6 and largest entry at most 4. The number after each is its multiplicity, the number of mesh points in the star:

\[
\begin{aligned}
&(0,0,0):1,\quad (1,1,1):8,\quad (2,0,0):6,\quad (2,2,0):12,\\
&(3,1,1):24,\quad (2,2,2):4,\quad (4,0,0):3,\quad (4,2,0):6 .
\end{aligned}
\]

The first five lie inside the zone, and their multiplicities are the numbers of distinct signed permutations. The last three lie on its surface, where images can coincide. For example, \((2,2,2)\) and \((-2,-2,-2)\) differ by \((4,4,4)\), a reciprocal vector in this unit, so 8 images become 4 points. The images of \((4,0,0)\) coincide in pairs, and those of \((4,2,0)\) in fours. The sum is 64.

**Shifted.** In eighths of \(2\pi/a\), the entries are odd, their sum is at most 12 and the largest is at most 8, which excludes \((9,1,1)\). An odd entry cannot equal 8, and a sum of three odd numbers is odd, hence at most 11, so no point lies on the surface:

\[
\begin{aligned}
&(1,1,1):2,\quad (3,1,1):6,\quad (3,3,1):6,\quad (3,3,3):2,\quad (5,1,1):6,\\
&(5,3,1):12,\quad (5,3,3):6,\quad (5,5,1):6,\quad (7,1,1):6,\quad (7,3,1):12 .
\end{aligned}
\]

These are ten stars, again with sum 64. Of the 8 sign choices for each ordering, 2 give a common remainder modulo 4, so the multiplicity is twice the number of distinct orderings. A listed representative may itself lie off the mesh: \((3,1,1)\) has mixed remainders, while its image \((3,-1,-1)\) is a mesh point. For a function with full cubic symmetry either may be used.

### 5. What the shift does to the average

The 48 images of the shifted mesh fill all odd triples \((c_1,c_2,c_3)\). This set has \(4N^3\) points: 256 for \(N=4\) and 2048 for \(N=8\). Every complete star in it is four times as large as its part on the mesh, so the relative weights are unchanged. For a cubic-symmetric \(f\), the 10 weighted points therefore give the same average as 256 points, whereas the 8 Gamma-centred points represent 64. A quantity that is not invariant, such as the electron density at one position, must be symmetrised after the weighted sum, using the crystal's own space-group operations. In diamond, with the origin on an atom, half of the 48 operations include a fractional translation; the number depends on the choice of origin. In a \(T_d\) crystal there are only 24 spatial operations: time reversal makes the densities from \(\mathbf k\) and \(-\mathbf k\) equal, but it does not move positions.

The gain in accuracy follows from the Fourier series \(f(\mathbf k)=\sum_{\mathbf R}G(\mathbf R)e^{i\mathbf k\cdot\mathbf R}\) over direct lattice vectors. Its term \(G(0)\) is the true average. With \(\mathbf R=\sum_in_i\mathbf a_i\) and \(\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}\), the mesh average of the exponential is

\[
\prod_{i=1}^3\frac1N\sum_{m=0}^{N-1}e^{2\pi i(m+s/2)n_i/N}.
\]

Each geometric sum vanishes unless \(n_i=Nl_i\) with integer \(l_i\), when the factor is \(e^{i\pi sl_i}\). The error, mesh average minus true average, is

\[
\Delta=\sum_{\mathbf R'\ne0}(-1)^{s(l_1+l_2+l_3)}\,G(N\mathbf R'),\qquad \mathbf R'=\sum_il_i\mathbf a_i .
\]

Now write \(\mathbf R'=(a/2)(n_1,n_2,n_3)\) in Cartesian form, with \(n_1+n_2+n_3\) even. For \(s=1\) the phase is \(\tfrac12(\mathbf b_1+\mathbf b_2+\mathbf b_3)\cdot\mathbf R'=\tfrac{\pi}{2}(n_1+n_2+n_3)\). Since \(G\) has cubic symmetry, the phase factor may be averaged over all signs of the \(n_i\), which gives

\[
\prod_{i=1}^3\cos\frac{\pi n_i}{2}.
\]

This is zero if any \(n_i\) is odd. The 12 nearest neighbours, type \((1,1,0)\), drop out. The 6 second neighbours, type \((2,0,0)\), carry the factor \(-1\) and lead the error when \(G\) decays quickly:

\[
\Delta_\Gamma\approx12\,G(N\mathbf R_1)+6\,G(N\mathbf R_2),\qquad
\Delta_s\approx-6\,G(N\mathbf R_2),
\]

where \(\mathbf R_1,\mathbf R_2\) are a first and a second neighbour.

**The model function.** The 8-point average can be done by hand. Coordinates \(0,\tfrac14,\tfrac12,\tfrac34,1\) in units of \(2\pi/a\) have cosines \(1,\tfrac1{\sqrt2},0,-\tfrac1{\sqrt2},-1\). In the order of the list in part 4,

\[
S=3,\ \tfrac32,\ 1,\ 0,\ -\tfrac12,\ 0,\ -1,\ -1,
\]
\[
f=1,\ \tfrac25,\ \tfrac13,\ \tfrac14,\ \tfrac29,\ \tfrac14,\ \tfrac15,\ \tfrac15 .
\]

Multiplying by the multiplicities and dividing by 64,

\[
\frac{1+\frac{16}{5}+2+3+\frac{16}{3}+1+\frac35+\frac65}{64}=\frac{52/3}{64}=0.270833 .
\]

A dense mesh gives 0.269416, so the error is \(1.417\times10^{-3}\), or 0.53% of the average. The four meshes compare as follows:

- Gamma-centred, \(N=4\), 8 points: \(1.417\times10^{-3}\);
- shifted, \(N=4\), 10 points: \(-3.956\times10^{-5}\);
- Gamma-centred, \(N=8\), 29 points: \(3.001\times10^{-6}\);
- shifted, \(N=8\), 60 points: \(-9.682\times10^{-9}\).

At \(N=4\), two extra points reduce the magnitude of the error by a factor of 35.8. The Fourier terms account for this. The first-shell term is \(12G=1.341\times10^{-3}\), most of the Gamma-centred error, and it is absent from the shifted mesh. The second-shell term, \(6G=4.240\times10^{-5}\), enters the shifted error with a minus sign. Adding the types \((2,2,0)\) and \((2,2,2)\), with factors \(+12\) and \(-8\), gives \(-3.956\times10^{-5}\), the error found directly. The numerical output lists the first- and second-shell terms and the shell sums with the counts and stars.

The factor 35.8 belongs to this function and this mesh. The argument needs coefficients \(G\) that fall quickly with distance, as they do for a smooth integrand. In a metal with a sharp Fermi surface the occupied-state integrand jumps, \(G\) falls slowly, and many shells contribute with both signs; the shift then need not help. The shifted mesh also omits Gamma itself for every \(N\), since an odd \(t_i\) is never a multiple of \(2N\), so a band edge located there must be computed separately. When the cost is one eigenvalue problem per point, meshes are best compared by their error at a given number of irreducible points, not by the label \(N\times N\times N\).

## Numbers as computed

```
operations of the lattice point group: 48
Gamma mesh, fixed points per operation (N=4, N=8):
  1 x identity: 64, 512
  9 x twofold rotation: 8, 16
  6 x fourfold rotation: 4, 8
  8 x threefold rotation: 4, 8
  1 x inversion: 8, 8
  9 x mirror: 16, 64
  6 x S4: 4, 4
  8 x S6: 2, 2
operations preserving the shifted mesh: 12
shifted mesh, fixed points summed over these (N=4, N=8): 120 720
Gamma-centred N=4: mesh points 64, irreducible 8, symmetry-completed set 64
  star representative (2 pi/a), multiplicity:
  (0.000 0.000 0.000)  1
  (0.250 0.250 0.250)  8
  (0.500 0.000 0.000)  6
  (0.500 0.500 0.000)  12
  (0.750 0.250 0.250)  24
  (0.500 0.500 0.500)  4
  (1.000 0.000 0.000)  3
  (1.000 0.500 0.000)  6
shifted N=4: mesh points 64, irreducible 10, symmetry-completed set 256
  star representative (2 pi/a), multiplicity:
  (0.125 0.125 0.125)  2
  (0.375 0.125 0.125)  6
  (0.375 0.375 0.125)  6
  (0.375 0.375 0.375)  2
  (0.625 0.125 0.125)  6
  (0.625 0.375 0.125)  12
  (0.625 0.375 0.375)  6
  (0.625 0.625 0.125)  6
  (0.875 0.125 0.125)  6
  (0.875 0.375 0.125)  12
Gamma-centred N=8: mesh points 512, irreducible 29, symmetry-completed set 512
shifted N=8: mesh points 512, irreducible 60, symmetry-completed set 2048
reference average of f (dimensionless): 0.26941623
error of f, Gamma-centred N=4, 8 points: 1.417e-03
error of f, shifted N=4, 10 points: -3.956e-05
error of f, Gamma-centred N=8, 29 points: 3.001e-06
error of f, shifted N=8, 60 points: -9.682e-09
N=4 first-shell term 12 G: 1.341e-03
N=4 second-shell term 6 G: 4.240e-05
N=4 error from four shells, Gamma-centred: 1.415e-03
N=4 error from three surviving shells, shifted: -3.956e-05
N=4 error ratio |Gamma-centred/shifted|: 35.8
```
